Both barriers from the current of two opposing Schottky diodes

**The decision**

Two rectifying metal contacts on one piece of semiconductor can give a current that levels off at both polarities, at different heights if their saturation currents differ. To turn a plateau into a barrier one must choose which contact it describes, and so which area to insert. In the example below the wrong choice turns barriers of 0.660 and 0.600 eV into 0.564 and 0.696 eV, even with faultless data. The circuit equation settles the choice and also shows how much voltage a plateau reading needs.

**Conventions and assumptions**

The semiconductor is n-type and nondegenerate. V is the voltage of metal 1 relative to metal 2, and the current I is positive when it flows from metal 1 to metal 2. Contact k has area Sₖ and barrier φₖ, the height of the barrier top above the metal's Fermi level. φₖ is written in volts, so its number equals the barrier in eV. The thermal voltage is Vt = kT/q, with q the positive elementary charge.

Each contact is an ideal thermionic emitter with a constant barrier. The whole sample has one temperature, bulk resistance and leakage are negligible, and the two depletion regions do not meet.

**One contact**

Consider electrons at the barrier top moving towards the metal. Velocity space holds 2(m/h)³ states per unit volume and per d³v, the 2 being for spin. Let the barrier top lie a voltage B above the Fermi level that supplies the electrons. When B is many Vt, the occupation is exp(−B/Vt − mv²/2kT). The one-way current density is the charge times the normal velocity vx, summed over the states:

J = 2q(m/h)³ exp(−B/Vt) · ∫₀^∞ vx exp(−mvx²/2kT) dvx · ∫₀^∞ 2πu exp(−mu²/2kT) du,

where u is the speed parallel to the interface. The first integral is kT/m and the second is 2πkT/m. Therefore

J = A T² exp(−B/Vt), A = 4πqmk²/h³.

For the free-electron mass A is 120.17 A/cm²K². In a crystal the band masses, reflection and scattering change it, and an effective constant A* takes its place.

Electrons leaving the metal see B = φ at any bias. Let Vf be the forward voltage, that is, the voltage of the metal relative to the semiconductor interior. It raises the semiconductor's Fermi level by Vf relative to the metal's, so electrons coming from the semiconductor see B = φ − Vf. Net electron flow into the metal is conventional current out of the metal into the semiconductor. The difference of the two fluxes gives

I(metal → semiconductor) = Iₖ [exp(Vf/Vt) − 1],

Iₖ = Sₖ A* T² exp(−φₖ/Vt). (1)

Under a reverse voltage of many Vt the exponential vanishes. What remains is the constant flux out of the metal, of size Iₖ, the saturation current.

**Two contacts in series**

Let V1 be the voltage of metal 1 relative to the semiconductor interior, and V2 that of the interior relative to metal 2. Then V = V1 + V2. For contact 1 the forward voltage is V1 and its forward current has the direction of I:

I = I1 [exp(V1/Vt) − 1].

For contact 2 the forward voltage is −V2, and its forward current runs against I. Both signs enter:

I = −I2 [exp(−V2/Vt) − 1] = I2 [1 − exp(−V2/Vt)].

Solve each equation for its exponential:

exp(V1/Vt) = 1 + I/I1, exp(−V2/Vt) = 1 − I/I2.

Dividing the first by the second adds the voltages in the exponent, which removes the unknown inner potential:

exp(V/Vt) = (1 + I/I1)/(1 − I/I2).

Write g = exp(V/Vt) and multiply out:

g − gI/I2 = 1 + I/I1
g − 1 = I (1/I1 + g/I2). (2)

The equation is linear in I. Multiplying by I1 I2 and dividing gives

I = I1 I2 (g − 1)/(I2 + I1 g). (3)

As a test, the inner voltage was found numerically from the two diode laws for four pairs of saturation currents, the most unequal being 1 pA and 1 µA, at eight voltages between −0.8 and 0.9 V. The largest relative difference from (3) was 4×10⁻¹¹.

**Which plateau belongs to which contact**

As V increases, g grows without limit and (3) tends to +I2. For V very negative, g vanishes and (3) tends to −I1. Each plateau belongs to the contact that is reverse-biased, because that contact limits the current. On n-type material this is the contact whose metal is negative. On p-type material a positive metal is the reverse-biased one, so the assignment is exchanged.

Taking the logarithm of (1) gives the barriers:

φₖ = Vt ln(Sₖ A* T²/Iₖ). (4)

The areas cannot be dispensed with. If Sₖ is multiplied by c and φₖ is raised by Vt ln c, then Iₖ is unchanged, and so is the whole curve (3). At one temperature and for a known A*, the curve fixes the product Sₖ exp(−φₖ/Vt) and not its factors. The dependence is logarithmic, however: an area taken 10 % too large raises the barrier by 2.5 meV at 300 K.

**The shape of the curve**

Define V0 = Vt ln(I2/I1) and x = exp[(V − V0)/Vt] = I1 g/I2. Divide numerator and denominator of (3) by I2. The numerator becomes I1 g − I1 = I2 x − I1, so

I = (I2 x − I1)/(1 + x). (5)

Since (x − 1)/(x + 1) = tanh[(V − V0)/2Vt], and since

I2 x − I1 = ½(I2 − I1)(x + 1) + ½(I2 + I1)(x − 1),

the current is a shifted hyperbolic tangent:

I = ½(I2 − I1) + ½(I1 + I2) tanh[(V − V0)/2Vt]. (6)

It is steepest at V0, where the current lies midway between the plateaus. Inserting (1) gives

V0 = φ1 − φ2 + Vt ln(S2/S1). (7)

For constant barriers, the position of the steepest point thus gives the barrier difference without A*, provided both contacts share the same A*. In the example below, the image-force lowering discussed later moves the steepest point up by about 1 mV, and the inferred difference with it. The two lowerings at that point differ by only about 0.3 meV.

Three limits show how the circuit works.

Equal saturation currents Is give V0 = 0 and I = Is tanh(V/2Vt), an odd function of V.

If I2 is far larger than I1 g, the denominator of (3) is nearly I2 and I ≈ I1(g − 1). Contact 2 then acts as a good conductor and the circuit looks like a single diode. This ends as V approaches V0.

Near zero bias, g − 1 ≈ V/Vt and the denominator is I1 + I2. The resistance is therefore

R0 = Vt (1/I1 + 1/I2),

which is dominated by the contact with the smaller saturation current.

**How much voltage a plateau needs**

From (5), the distance to the positive plateau is

I2 − I = (I2 + I2 x − I2 x + I1)/(1 + x) = (I1 + I2)/(1 + x).

Relative to I2 it is

d₊ = (1 + I1/I2)/(1 + x). (8)

The voltage must exceed both zero and V0 by several Vt. On the negative side

I + I1 = (I2 x − I1 + I1 + I1 x)/(1 + x) = (I1 + I2) x/(1 + x).

Divide by I1 and use x = I1 g/I2. When x is small,

d₋ ≈ (1 + I1/I2) g. (9)

If I2 is much larger than I1, the negative plateau is reached within a few Vt of zero, while the positive one is delayed by V0.

**Worked example**

An n-type silicon slab 10 µm thick has 10¹⁵ donors per cm³ and contacts on opposite faces, at 300 K. The inputs are φ1 = 0.660 eV, φ2 = 0.600 eV, S1 = 1×10⁻⁴ cm², S2 = 4×10⁻⁴ cm² and A* = 110 A/cm²K². With Vt = 25.852 mV, equation (1) gives I1 = 8.093 nA and I2 = 329.72 nA.

The steepest point follows from (7):

V0 = 0.0600 V + 0.025852 V × ln 4 = 0.0958 V.

At V = 0.05 V, g = 6.918. The single-diode limit gives 8.093 × 5.918 = 47.9 nA. The full result divides this by 1 + I1 g/I2 = 1.170, which leaves 40.9 nA. Contact 2 already matters.

At V = 0.2 V, x = exp(0.10416/0.025852) = 56.2 and (8) gives d₊ = 1.0245/57.2 = 1.8 %. Reading this current as the plateau would raise φ2 by about 0.018 Vt, or 0.5 meV. At −0.1 V, (9) gives 2.1 %, in agreement with the current of −7.920 nA.

At V = 1 V contact 1 takes V1 = Vt ln(1 + I2/I1) = 0.0965 V and contact 2 the remaining 0.9035 V. Once the current has saturated, all further voltage falls across the reverse-biased contact.

The barriers follow from (4), with A*T² = 9.9×10⁶ A/cm²:

φ1 = 0.025852 × ln(990 / 8.093×10⁻⁹) = 0.025852 × 25.530 = 0.660 eV,

φ2 = 0.025852 × ln(3960 / 3.2972×10⁻⁷) = 0.025852 × 23.209 = 0.600 eV.

So that this is not merely (1) read backwards, the plateaus were also computed at ±1 V by integrating Fermi-Dirac carriers over velocity at each contact, with an isotropic mass chosen to give the same A*. They came out as 8.093 and 329.72 nA and returned the same barriers. This tests the emission law and the circuit, but not the value of A*.

**When the plateaus are out of reach**

Two readings at opposite voltages are enough in the ideal model. Let the current be Ip at +V and −In at −V, with V > 0. Equation (2) at +V is

(g − 1)/Ip = 1/I1 + g/I2.

At −V, g is replaced by 1/g and I by −In. Multiplying the result by g gives

(g − 1)/In = g/I1 + 1/I2.

Multiply the second equation by g and subtract the first. This removes I2 and leaves (g² − 1)/I1 on the right. Division by g² − 1 = (g − 1)(g + 1) gives

1/I1 = (g/In − 1/Ip)/(g + 1).

Exchanging the roles of the two equations gives

1/I2 = (g/Ip − 1/In)/(g + 1).

At ±0.1 V, g = 47.855, Ip = 174.376 nA and In = 7.920 nA. Then 1/I2 = (0.27444 − 0.12626)/48.855 per nA, so I2 = 329.7 nA, although the positive current has reached only 53 % of its plateau. The subtraction has a price: a 1 % error in Ip becomes an error of about 1.9 % in I2. As V tends to zero, both readings carry the same information, namely R0, and the two saturation currents can no longer be separated.

**Why real plateaus slope**

An electron at distance x from the metal is attracted by its image charge. With F the field at the surface and ε the permittivity, its energy in volts is lowered by

D(x) = q/(16πεx) + Fx.

The barrier top lies where D is smallest. Setting dD/dx = 0 gives xm² = q/(16πεF). The two terms are then equal, and the barrier is lowered by

Δφ = 2F xm = √(qF/4πε). (10)

The field follows from Poisson's equation. With N the donor density, the charge density at potential u below the interior is qN[1 − exp(−u/Vt)]. Integrating F dF = (charge density/ε) du from the interior to a surface with band bending ψ gives, for ψ much larger than Vt,

F² = (2qN/ε)(ψ − Vt).

Reverse bias increases ψ, so the barrier falls and the current keeps rising. For fixed N the lowering grows as (ψ − Vt)^¼, which is slow.

For contact 2 at 1 V reverse bias, F = 0.0201 MV/cm and xm = 3.91 nm. Equation (10) gives 2 × 2.01×10⁶ V/m × 3.91×10⁻⁹ m = 15.7 meV. Let φₖ now denote the barrier without image force. Solving the circuit with this bias-dependent lowering gives −15.0 nA at −1 V and 599 nA at +1 V, which are 1.85 and 1.82 times the ideal values. Between 0.5 and 1 V the positive current still rises by 7.7 %.

Equation (4) then returns 0.644 and 0.585 eV, the lowered barriers. Adding Δφ for the full 1 V restores 0.6600 and 0.6003 eV. The excess of 0.3 meV arises because contact 2 receives about 0.9 V rather than 1 V, so its true lowering is slightly smaller. The two-reading formulas at ±0.1 V return 0.648 and 0.590 eV. They are closer to the inputs mainly because the fields are weaker. The formulas also assume barriers that are the same in both readings, which no longer holds. For contact 2 this hides about 1 meV of the true lowering.

**The model beside real contacts**

The two barriers are roughly those of nickel silicide and titanium silicide on n-type silicon, and A* is a rough effective value. The doping suits barrier measurement. It lies far below that under the source and drain contacts of transistors, where tunnelling carries the current and this method does not apply. Of the assumptions examined here, the constant barrier fails most visibly. It costs about 16 meV at 1 V. At fixed band bending this lowering grows as N^¼, so a hundred times more donors would make it about 50 meV. At that doping the field is about 0.2 MV/cm, and tunnelling would lower the apparent barrier by roughly 15 meV more.

The choice of A* matters as much. For a (100) surface the band masses alone give about 247 A/cm²K², and using that value in (4) would raise both barriers by 21 meV. Drift removes the emitted electrons from the reverse-biased contact at a limited speed, which would raise the apparent barrier by roughly 2 to 7 meV for A* = 110 A/cm²K² (4 to 13 meV for the band-mass value), depending on how far their velocity saturates near the contact, unless the effective A* already contains that effect. Reading the temperature 1 K too high adds 2.2 meV to φ2. Tunnelling through the rounded barrier top lowers the result by less than 1 meV.

The other assumptions that were checked hold comfortably with these parameters. The bulk drop at the ideal positive plateau would be about 15 µV if the current crossed the slab straight through the area S1. Contact 2 emits over four times that area, however, so most of the current must also flow sideways through the thin slab. For concentric circular contacts the drop then reaches about 0.2 mV, which is still far below Vt. At +1 V the depletion regions together occupy at most about 2 µm of the 10 µm. The surface field is well below the rough breakdown value of 0.3 MV/cm. For an assumed carrier lifetime of 10 µs, generation in the depletion region at 1 V reverse bias adds about 10⁻⁴ of the emission current at contact 1 and 10⁻⁵ at contact 2. Leakage at the contact edges and barriers that vary across a contact are not included, and either can spoil a plateau.

If a bulk resistance R does matter, the closed form for I is lost, but the voltage is still explicit:

V = Vt ln[(1 + I/I1)/(1 − I/I2)] + IR.

This form is convenient for calculating a curve, but not for fitting measured plateaus. There the logarithm diverges, and a little noise can make its argument negative. For a fit, solve the equation numerically for I at each V and compare currents. A plateau that slopes because of barrier lowering must not be read as a bulk resistance. The numerical output below lists the main values used here.

Computed values

```
T = 300 K, kT/q = 25.852 mV
A* used = 110, free-electron A = 120.17 A/cm^2/K^2
input barriers 1, 2 = 0.660, 0.600 eV
areas 1, 2 = 1.0e-04, 4.0e-04 cm^2
donors = 1.0e+15 cm^-3, thickness = 10 um
saturation currents I1, I2 = 8.093, 329.72 nA
largest relative error of closed form = 4.2e-11
V = -1.0000 V: I = -8.093 nA, V1 = -0.9994 V, V2 = -0.0006 V
V = -0.1000 V: I = -7.920 nA, V1 = -0.0994 V, V2 = -0.0006 V
V = 0.0500 V: I = 40.942 nA, V1 = 0.0466 V, V2 = 0.0034 V
V = 0.0958 V: I = 160.811 nA, V1 = 0.0785 V, V2 = 0.0173 V
V = 0.2000 V: I = 323.811 nA, V1 = 0.0960 V, V2 = 0.1040 V
V = 1.0000 V: I = 329.715 nA, V1 = 0.0965 V, V2 = 0.9035 V
steepest point: numeric 0.09584 V, formula 0.09584 V
zero-bias resistance = 3.2727 Mohm
distance from plateau at 0.2 V = 1.791 %
velocity-integral plateaus -, + = 8.093, 329.72 nA
recovered barriers 1, 2 = 0.6600, 0.6000 eV
barriers if plateaus swapped = 0.5642, 0.6958 eV
at +-0.1 V: Ip, In = 174.376, 7.920 nA
pair inversion I1, I2 = 8.093, 329.72 nA
Image force included:
currents at -1, +1 V = -14.978, 598.78 nA
current ratio I(1 V)/I(0.5 V) = 1.0771
apparent barriers 1, 2 = 0.6441, 0.5846 eV
lowering at 1 V, 1, 2 = 15.92, 15.74 meV
restored barriers 1, 2 = 0.6600, 0.6003 eV
+-0.1 V pair barriers = 0.6478, 0.5900 eV
Other neglected effects (contact 2 at 1 V reverse):
surface field = 0.0201 MV/cm (breakdown roughly 0.3)
barrier top at 3.91 nm from the metal
tunnelling: current +1.91 %, barrier -0.49 meV
emission, drift velocity = 2.21e+06, 7.31e+06 cm/s
drift limit: barrier +6.8 meV
bulk resistance < 46.2 ohm, drop < 15.2 uV
depletion widths 1 (0 V), 2 (1 V) = 0.69, 1.30 um
generation / emission current density = 1.3e-05
donors / band density of states = 3.6e-05
band-mass A* = 247 A/cm^2/K^2, barrier shift 20.9 meV
T read 1 K high: barrier 2 shift 2.17 meV
area read 10 % high: barrier shift 2.46 meV
```
